**Buckling threshold of a two-orbital surface dimer**

For two independent electrons, the flat dimer is unstable when 2g² > Kt. Here g is the level shift of one atom per unit height difference u, t is half the bonding–antibonding splitting of the flat dimer, and K is the lattice stiffness for u. The program diagonalizes the many-electron Hamiltonian in Fock space and asserts that the numerical zero of the curvature agrees with this threshold for three parameter sets, and that the global minimum is flat 2% below the threshold coupling and buckled 2% above it. It also asserts the formulas for the quartic coefficient, buckling height, level gap, energy gain and occupations, and for the curvature at zero to four electrons and with a hopping that depends on u. With an on-site repulsion U, it asserts the modified local threshold for four values of U, and one strong-repulsion case in which a buckled dimer lies below a locally stable flat one. In the main example, with round model parameters, the output shows a height difference of 0.373 Å, a gap of 1.50 eV and an energy gain of 0.083 eV. Adding U = 0.50 eV to that example makes the dimer flat again.

## Program and output

```python
"""
Buckling of a surface dimer with two dangling orbitals.
Result under test: for two independent electrons the flat dimer is unstable
exactly when 2*g**2 > K*t.
u : height difference of the atoms (angstrom)
g : level shift of one atom per unit u (eV/angstrom); upper -g*u, lower +g*u
t : hopping, half the bonding-antibonding splitting of the flat dimer (eV)
K : lattice stiffness, lattice energy K*u**2/2 (eV/angstrom^2)
U : repulsion of two electrons on the same atom (eV)
Energies come from diagonalization in the full Fock space of four spin
orbitals; they are compared with closed formulas.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

# Fermion operators; order: upper/up, upper/down, lower/up, lower/down
lowering = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
identity = np.eye(2)


def annihilator(mode):
    result = np.array([[1.0]])
    for k in range(4):
        factor = parity if k < mode else lowering if k == mode else identity
        result = np.kron(result, factor)
    return result


c = [annihilator(m) for m in range(4)]
n = [a.T @ a for a in c]
hop = c[0].T @ c[2] + c[1].T @ c[3]
hop = hop + hop.T
n_upper = n[0] + n[1]
n_lower = n[2] + n[3]
double = n[0] @ n[1] + n[2] @ n[3]
count = np.rint(np.diag(n_upper + n_lower)).astype(int)
sector = {N: np.ix_(count == N, count == N) for N in range(5)}


def hamiltonian(u, g, t, U=0.0, N=2):
    full = g * u * (n_lower - n_upper) - t * hop + U * double
    return full[sector[N]]


def energy(u, g, t, K, U=0.0, N=2, beta=0.0):
    """Ground-state energy plus lattice energy, hopping t - beta*u**2."""
    h = hamiltonian(u, g, t - beta * u**2, U, N)
    return np.linalg.eigvalsh(h)[0] + 0.5 * K * u**2


def curvature(g, t, K, U=0.0, N=2, beta=0.0, h=5e-4):
    e = [energy(x, g, t, K, U, N, beta) for x in (-h, 0.0, h)]
    return (e[0] - 2 * e[1] + e[2]) / h**2


def global_minimum(g, t, K, U=0.0, u_max=2.0):
    grid = np.linspace(0.0, u_max, 401)
    values = [energy(x, g, t, K, U) for x in grid]
    best = grid[int(np.argmin(values))]
    step = grid[1]
    found = minimize_scalar(lambda x: energy(x, g, t, K, U),
                            bounds=(best - step, best + step),
                            method="bounded", options={"xatol": 1e-10})
    return abs(found.x), found.fun


def repulsion_threshold(t, K, U):
    D = (U + np.sqrt(U**2 + 16 * t**2)) / 2
    return np.sqrt(K * D * (D**2 + 4 * t**2) / (32 * t**2))


t, K, g, g_weak = 0.5, 6.0, 1.5, 1.0

# Threshold: zero of the numerical curvature, for several parameter sets
for t_i, K_i in ((0.5, 6.0), (0.8, 3.0), (0.3, 9.0)):
    g_zero = brentq(lambda x: curvature(x, t_i, K_i), 0.2, 4.0)
    g_formula = np.sqrt(K_i * t_i / 2)
    # finite-difference truncation limits the agreement
    assert abs(g_zero - g_formula) < 1e-4
    # the local criterion also decides the global minimum
    assert global_minimum(0.98 * g_formula, t_i, K_i)[0] < 1e-4
    assert global_minimum(1.02 * g_formula, t_i, K_i)[0] > 1e-2
g_numeric = brentq(lambda x: curvature(x, t, K), 0.2, 4.0)
g_critical = np.sqrt(K * t / 2)

# Continuous onset: buckling height shrinks toward zero near the threshold
near = [global_minimum(f * g_critical, t, K)[0] for f in (1.01, 1.001)]
assert near[1] < 0.4 * near[0]

# Fourth-order coefficient of the energy
d = 0.005
stencil = [energy(k * d, g, t, K) for k in (-2, -1, 0, 1, 2)]
quartic = np.dot([1, -4, 6, -4, 1], stencil) / d**4 / 24
quartic_formula = g**4 / (4 * t**3)
assert abs(quartic / quartic_formula - 1) < 2e-3

# Buckled state: position, gain, gap and occupations
u_min, e_min = global_minimum(g, t, K)
e_flat = energy(0.0, g, t, K)
gain = e_flat - e_min
lam = 2 * g**2 / (K * t)
levels = np.linalg.eigvalsh(hamiltonian(u_min, g, t, N=1))
gap = levels[-1] - levels[0]
vector = np.linalg.eigh(hamiltonian(u_min, g, t))[1][:, 0]
occ_upper = vector @ n_upper[sector[2]] @ vector
occ_lower = vector @ n_lower[sector[2]] @ vector
assert abs(u_min - np.sqrt(4 * g**2 / K**2 - t**2 / g**2)) < 1e-5
assert abs(gain - t * (lam - 1)**2 / lam) < 1e-9
assert abs(gap - 4 * g**2 / K) < 1e-4
assert abs(occ_upper - 1 - np.sqrt(1 - 1 / lam**2)) < 1e-4
assert abs(occ_lower - 1 + np.sqrt(1 - 1 / lam**2)) < 1e-4

# Role of electron count
curv_by_count = [curvature(g, t, K, N=N) for N in range(5)]
for value, nu in zip(curv_by_count, (0, 1, 2, 1, 0)):
    assert abs(value - (K - nu * g**2 / t)) < 1e-3

# Hopping that falls quadratically with buckling
beta = 0.3
curv_beta = curvature(g, t, K, beta=beta)
assert abs(curv_beta - (K + 4 * beta - 2 * g**2 / t)) < 1e-3

# Repulsion: local threshold, and fate of the worked example
for U_i in (0.0, 0.2, 0.5, 1.0):
    zero = brentq(lambda x: curvature(x, t, K, U_i), 0.5, 4.0)
    assert abs(zero - repulsion_threshold(t, K, U_i)) < 2e-4
U = 0.5
g_critical_U = repulsion_threshold(t, K, U)
assert g_critical_U > g_critical
u_min_U, e_min_U = global_minimum(g, t, K, U)
curv_U = curvature(g, t, K, U)

# Strong repulsion: flat dimer locally stable, buckled dimer lower
ts, Ks, gs, Us = 0.3, 4.0, 2.0, 1.5
curv_s = curvature(gs, ts, Ks, Us)
u_s, e_s = global_minimum(gs, ts, Ks, Us)
e_flat_s = energy(0.0, gs, ts, Ks, Us)
assert curv_s > 0.1 and u_s > 0.5 and e_s < e_flat_s - 0.01

u_weak, e_weak = global_minimum(g_weak, t, K)
assert u_weak < 1e-4

print("Main example, independent electrons")
print(f"hopping t = {t:.2f} eV")
print(f"stiffness K = {K:.2f} eV/A^2")
print(f"coupling g = {g:.2f} eV/A")
print(f"2 g^2 = {2 * g**2:.3f} eV^2/A^2")
print(f"K t = {K * t:.3f} eV^2/A^2")
print(f"ratio lambda = {lam:.3f}")
print(f"threshold g, formula = {g_critical:.4f} eV/A")
print(f"threshold g, numerical = {g_numeric:.4f} eV/A")
print(f"curvature at u=0, numerical = {curv_by_count[2]:.3f} eV/A^2")
print(f"quartic coefficient, formula = {quartic_formula:.2f} eV/A^4")
print(f"quartic coefficient, numerical = {quartic:.2f} eV/A^4")
print(f"buckling height u* = {u_min:.4f} A")
print(f"energy of flat dimer = {e_flat:.4f} eV")
print(f"energy of buckled dimer = {e_min:.4f} eV")
print(f"energy gain = {gain:.4f} eV")
print(f"level gap, flat = {2 * t:.3f} eV")
print(f"level gap, buckled = {gap:.3f} eV")
print(f"electrons on upper atom = {occ_upper:.3f}")
print(f"electrons on lower atom = {occ_lower:.3f}")
print("Weaker coupling")
print(f"coupling g = {g_weak:.2f} eV/A")
print(f"2 g^2 = {2 * g_weak**2:.3f} eV^2/A^2")
print(f"curvature at u=0 = {curvature(g_weak, t, K):.3f} eV/A^2")
print(f"height at minimum = {u_weak:.4f} A")
print("Curvature at u=0 for other electron counts, g of main example")
for N in range(5):
    print(f"{N} electrons: {curv_by_count[N]:.3f} eV/A^2")
print("Hopping t - beta u^2, main example")
print(f"beta = {beta:.2f} eV/A^2")
print(f"curvature at u=0 = {curv_beta:.3f} eV/A^2")
print("Main example with repulsion")
print(f"repulsion U = {U:.2f} eV")
print(f"local threshold g = {g_critical_U:.4f} eV/A")
print(f"curvature at u=0 = {curv_U:.3f} eV/A^2")
print(f"height at global minimum = {u_min_U:.4f} A")
print("Separate strong-repulsion case")
print(f"t = {ts:.2f} eV, U = {Us:.2f} eV")
print(f"K = {Ks:.2f} eV/A^2, g = {gs:.2f} eV/A")
print(f"curvature at u=0 = {curv_s:.3f} eV/A^2")
print(f"height at global minimum = {u_s:.4f} A")
print(f"energy of flat dimer = {e_flat_s:.4f} eV")
print(f"energy of buckled dimer = {e_s:.4f} eV")
print("PASS")
```

Output:

```
Main example, independent electrons
hopping t = 0.50 eV
stiffness K = 6.00 eV/A^2
coupling g = 1.50 eV/A
2 g^2 = 4.500 eV^2/A^2
K t = 3.000 eV^2/A^2
ratio lambda = 1.500
threshold g, formula = 1.2247 eV/A
threshold g, numerical = 1.2247 eV/A
curvature at u=0, numerical = -3.000 eV/A^2
quartic coefficient, formula = 10.12 eV/A^4
quartic coefficient, numerical = 10.12 eV/A^4
buckling height u* = 0.3727 A
energy of flat dimer = -1.0000 eV
energy of buckled dimer = -1.0833 eV
energy gain = 0.0833 eV
level gap, flat = 1.000 eV
level gap, buckled = 1.500 eV
electrons on upper atom = 1.745
electrons on lower atom = 0.255
Weaker coupling
coupling g = 1.00 eV/A
2 g^2 = 2.000 eV^2/A^2
curvature at u=0 = 2.000 eV/A^2
height at minimum = 0.0000 A
Curvature at u=0 for other electron counts, g of main example
0 electrons: 6.000 eV/A^2
1 electrons: 1.500 eV/A^2
2 electrons: -3.000 eV/A^2
3 electrons: 1.500 eV/A^2
4 electrons: 6.000 eV/A^2
Hopping t - beta u^2, main example
beta = 0.30 eV/A^2
curvature at u=0 = -1.800 eV/A^2
Main example with repulsion
repulsion U = 0.50 eV
local threshold g = 1.5926 eV/A
curvature at u=0 = 0.677 eV/A^2
height at global minimum = 0.0000 A
Separate strong-repulsion case
t = 0.30 eV, U = 1.50 eV
K = 4.00 eV/A^2, g = 2.00 eV/A
curvature at u=0 = 1.950 eV/A^2
height at global minimum = 0.9703 A
energy of flat dimer = -0.2105 eV
energy of buckled dimer = -0.5722 eV
PASS
```
